\section*{Onset of gold d-electron excitation by slow protons}

\section{An electron at rest}

Let a proton of speed $v$ meet a free electron at rest. The proton is so much heavier that its speed hardly changes. In the proton's frame the electron arrives with speed $v$ and, after a head-on collision, leaves with speed $v$ in the opposite direction. Back in the laboratory its speed is $2v$. In Hartree atomic units, where the electron mass is one, it has gained the energy
\begin{equation}
T=\tfrac12(2v)^2=2v^2 .
\end{equation}
Suppose that the electron needs at least an energy $D$ to reach an empty state. The collision can supply it when $2v^2\ge D$, so the onset speed is $\sqrt{D/2}$.

For gold d electrons take $D=2.0$ eV, which is $0.0735$ hartree. Then
\begin{equation}
v=\sqrt{0.0735/2}=0.192\ \text{a.u.},
\end{equation}
which corresponds to a proton energy of about 0.92 keV. An electron moving towards the proton can gain more energy, so its onset lies lower. How much lower depends on the speed assigned to the electron, and this choice dominates the estimate.

\section{Maximum transfer to a moving electron}

Let the electron have initial velocity $\mathbf u$ and final velocity $\mathbf u'$. Assume a heavy proton surrounded by a screened potential that is steady in the proton's frame. The collision is then elastic in that frame, and the relative speed is conserved:
\begin{equation}
|\mathbf u'-\mathbf v|^2=|\mathbf u-\mathbf v|^2 .
\end{equation}
Expanding both sides and cancelling $v^2$ gives $u'^2-u^2=2\mathbf v\cdot(\mathbf u'-\mathbf u)$. The energy gained by the electron is therefore
\begin{equation}
T=\tfrac12(u'^2-u^2)=\mathbf v\cdot(\mathbf u'-\mathbf u).
\label{transfer}
\end{equation}

Let $\mu$ be the cosine of the angle between $\mathbf u$ and $\mathbf v$, and let
\begin{equation}
w=|\mathbf u-\mathbf v|=\sqrt{u^2+v^2-2uv\mu}
\end{equation}
be the relative speed. The final velocity is $\mathbf v+w\mathbf n$, with $\mathbf n$ a unit vector. For given $\mu$, the transfer is largest when $\mathbf n$ points along $\mathbf v$:
\begin{equation}
T=v^2+vw-uv\mu .
\end{equation}
Both $w$ and $-\mu$ grow as $\mu$ decreases, so the maximum lies at $\mu=-1$, where $w=u+v$:
\begin{equation}
T_{\max}=v^2+v(u+v)+uv=2v(v+u).
\end{equation}

Setting $T_{\max}=D$ gives $v^2+uv-D/2=0$. Its positive root is the onset speed
\begin{equation}
v_t=\frac{k-u}{2},\qquad k=\sqrt{u^2+2D}.
\label{onset}
\end{equation}
Here $k$ is the smallest permitted final speed. Since $D=(k-u)(k+u)/2$, one also has $v_t=D/(k+u)$. This is energy conservation in the form $D=\mathbf v\cdot\mathbf q$, with the largest available momentum transfer $q=k+u$ at onset.

Two limits of (\ref{onset}) follow from expanding the square root:
\begin{align}
v_t&=\sqrt{\frac D2}-\frac u2+\cdots, & u^2&\ll 2D,\\
v_t&=\frac{D}{2u}-\frac{D^2}{4u^3}+\cdots, & u^2&\gg 2D.
\label{fast}
\end{align}
To leading order, a slow electron lowers the resting-electron onset by half its own speed, and for a fast electron the onset varies inversely with its speed.

\section{The free-band estimate and its first correction}

Now treat the electron at depth $D$ as a member of the same free-electron band as the electrons at the Fermi level. At zero temperature the states up to the Fermi speed $v_F$ are full. The smallest permitted final speed is then $k=v_F$, and the initial speed follows from $u^2=v_F^2-2D$. This requires $D\le E_F$, where $E_F=v_F^2/2$ is measured from the bottom of the band. Define $\epsilon=D/E_F=2D/v_F^2$. Then
\begin{equation}
v_t=\frac{v_F}{2}\left(1-\sqrt{1-\epsilon}\right).
\end{equation}
For a shallow level, $\epsilon\ll1$, use $\sqrt{1-\epsilon}=1-\epsilon/2-\epsilon^2/8-\cdots$:
\begin{equation}
v_t=\frac{v_F\epsilon}{4}\left(1+\frac{\epsilon}{4}+O(\epsilon^2)\right)
=\frac{D}{2v_F}+\frac{D^2}{4v_F^3}+\cdots .
\label{shallow}
\end{equation}

A simpler choice sets $u=v_F$ in (\ref{onset}). Equation (\ref{fast}) then gives $D/(2v_F)-D^2/(4v_F^3)$. The leading term agrees with (\ref{shallow}), but the first correction has the opposite sign. The reason is physical: this choice describes an electron already at the Fermi level that gains $D$, whereas the deeper electron starts more slowly and ends at the Fermi level.

For gold, take a rough lattice constant of 0.408 nm and one free electron per atom. The density is $n=0.00873$ bohr$^{-3}$. Filling two spin states in each plane-wave state up to $v_F$ gives $n=v_F^3/(3\pi^2)$, hence
\begin{equation}
v_F=(3\pi^2\times0.00873)^{1/3}=0.637\ \text{a.u.}
\end{equation}
The Fermi energy is 5.52 eV, so $\epsilon=2.0/5.52=0.362$. The initial speed and the onset are
\begin{align}
u&=\sqrt{0.6369^2-2(0.0735)}=0.509\ \text{a.u.},\\
v_t&=\frac{0.6369-0.5086}{2}=0.064\ \text{a.u.}
\end{align}
This speed is about 140 km/s, or a proton energy of about 100 eV. The leading term of (\ref{shallow}) gives 0.0577 a.u., about 10\% below the full model value of 0.0642 a.u. Adding the first correction, 0.0052 a.u., gives 0.0629 a.u., which is 2\% below it. The choice $u=v_F$ gives 0.0532 a.u.

\section{How the contribution grows above onset}

At $v=v_t$ a single geometry works: a head-on approach followed by complete reversal in the proton's frame. The contribution must therefore start from zero. To find its growth, assume isotropic electron directions, isotropic scattering in the proton's frame and a constant cross-section $\sigma$. Keep $u$ and $k$ fixed, and take $v_t\le v<u$.

Collisions occur at a rate proportional to $w$. At fixed $u$ and $v$, the definition of $w$ gives $|d\mu|=w\,dw/(uv)$. The mean relative speed is
\begin{equation}
W=\frac12\int_{-1}^{1}w\,d\mu
=\frac1{2uv}\int_{u-v}^{u+v}w^2dw
=u+\frac{v^2}{3u}.
\end{equation}

Let $c$ be the cosine between $\mathbf n$ and $\mathbf v$. The final state is empty if $v^2+w^2+2vwc\ge k^2$. Since $c$ is uniformly distributed between $-1$ and $1$, the allowed fraction at given $w$ is
\begin{equation}
\frac12\left(1-\frac{k^2-v^2-w^2}{2vw}\right)
=\frac{(v+w)^2-k^2}{4vw}.
\end{equation}
It is positive for $w>k-v$. Weighting by the collision rate, the allowed fraction of all collisions is
\begin{equation}
F=\frac{1}{8uv^2W}\int_{k-v}^{u+v}
w\left[(v+w)^2-k^2\right]dw .
\end{equation}

Put $y=v+w-k$ and $\delta=v-v_t$. Since $k=u+2v_t$, the upper limit is $y=u+2v-k=2\delta$. The integrand becomes
\begin{equation}
(k-v+y)(2ky+y^2)=2k(k-v)y+(3k-v)y^2+y^3 .
\end{equation}
Integrating term by term from $y=0$ to $2\delta$ and multiplying by the prefactor $1/(8uv^2W)$ gives
\begin{equation}
F=\frac{k(k-v)\delta^2+\frac23(3k-v)\delta^3+\delta^4}{2uv^2W}.
\label{fraction}
\end{equation}

Close to onset, set $v=v_t$ wherever $\delta$ does not appear explicitly, and use $k-v_t=u+v_t$. The leading law is $F\simeq C\delta^2$, with
\begin{equation}
C=\frac{k(u+v_t)}{2uv_t^2W_t},\qquad
W_t=u+\frac{v_t^2}{3u}.
\end{equation}
One power of $\delta$ comes from the range of approach directions and the other from the range of scattering directions.

For the first correction, insert $v=v_t+\delta$. The numerator of (\ref{fraction}) becomes
\begin{equation}
k(u+v_t)\delta^2
+\left[-k+\tfrac23(3k-v_t)\right]\delta^3+O(\delta^4),
\end{equation}
where the square bracket equals $k-2v_t/3$. The denominator is $2v^2(u^2+v^2/3)$. Its relative change per unit $\delta$ is $2/v_t+2v_t/(3u^2+v_t^2)$. Dividing the two expansions gives
\begin{align}
F&=C\delta^2\left[1+a\delta+O(\delta^2)\right],\\
a&=\frac{k-2v_t/3}{k(u+v_t)}-\frac2{v_t}
-\frac{2v_t}{3u^2+v_t^2}.
\end{align}

For gold $C=170$ a.u.$^{-2}$, and the three terms of $a$ are $1.6$, $-31.2$ and $-0.2$, so $a\simeq-29.7$ a.u.$^{-1}$. At $v=1.1v_t$, where $\delta=0.00642$ a.u., the leading law gives 0.70\%. The correction factor $1-0.19$ lowers this to 0.57\%, while the full fraction is 0.59\%. At $1.5v_t$ the correction is already $a\delta\simeq-0.95$, so the two-term expansion fails and (\ref{fraction}) must be used. It gives 8.2\% there and 19\% at $2v_t$. At the resting-electron onset speed, 0.192 a.u., the free-band fraction is 36\%.

The stopping contribution follows from the same count. If $n_D$ is the density of electrons at this depth, the proton makes $n_D\sigma WF$ allowed collisions per unit time. Near onset each transfers an energy between $D$ and $2v(v+u)$, and both limits tend to $D$. Dividing the energy loss rate by $v$ gives the loss per unit path,
\begin{equation}
S_D\simeq\frac{n_D\sigma W_tD}{v_t}\,C(v-v_t)^2 .
\end{equation}
This leading law holds only very close to onset: the full loss of the model is 0.79 of it at $1.1v_t$ and 0.37 of it at $1.5v_t$. It also refers to a single depth. For a band of depths that begins at $D$ with a finite density of states, summing the $\delta^2$ contributions over depth gives a start proportional to $\delta^3$. Within this model, the kinematic onset is therefore a smooth start and not a jump in the stopping.

\section{What gold changes}

The finite proton mass $M$ is a small correction. For a head-on collision the centre-of-mass velocity is $V=(Mv-u)/(M+1)$, and the electron leaves with speed $2V+u$. Setting this equal to $k$ requires $V=v_t$. Solving for the proton speed gives
\begin{equation}
v=v_t+\frac{v_t+u}{M}=v_t+\frac{k+u}{2M},
\end{equation}
because $v_t+u=(k+u)/2$. With $k+u=1.146$ a.u. and $M\simeq1836$, the increase is 0.0003 a.u., or 0.5\% of the onset.

At 300 K there are some empty states below the Fermi level. The state 0.057 eV below it is 90\% occupied. Taking that state as the final one, with $u$ fixed, lowers the onset to 0.0625 a.u. This is a measure of the thermal smearing, since the Fermi distribution has no sharp edge. The assumed depth matters more: within the free-band model, $D=1.5$ eV gives 0.047 a.u. and $D=2.5$ eV gives 0.083 a.u.

A crystal can also supply momentum. If one shortest reciprocal-lattice vector, of length 1.41 a.u., adds to the largest free-band momentum transfer in the direction of motion, energy conservation gives
\begin{equation}
v=\frac{0.0735}{1.146+1.412}=0.029\ \text{a.u.}
\end{equation}
Longer vectors lower this value further. The strength of such transitions depends on matrix elements that kinematics does not provide, so the free-electron onset is not a strict threshold for the crystal.

The largest uncertainty is the meaning of $u$ for a d electron. A restricted Hartree--Fock calculation of the free Au$^+$ ion, with the LANL2DZ basis and effective core potential, gives the 5d pseudo-orbitals a mean kinetic energy of 69 eV and an rms speed of 2.26 a.u. Larger d bases or the def2 core potential raise the kinetic energy by less than 1 eV, to about 70 eV. Inserted in (\ref{onset}), the rms speed gives 0.016 a.u. in each case. This calculation leaves out electron correlation, the solid, explicit spin--orbit coupling and the inner nodes of the true 5d orbitals. The nodes matter: a scalar-relativistic all-electron Hartree--Fock calculation gives a mean kinetic energy of roughly 220 eV, about three times as much, and the formula then gives about 0.009 a.u. More importantly, a bound electron does not meet a slow proton as a free particle with its local orbital speed. These values show the sensitivity of the formula and are not better thresholds.

Measured proton stopping in gold changes slope at roughly 0.2 a.u. That is about three times the free-band onset and close to the resting-electron value. The closeness does not prove that d electrons act as electrons at rest. The gradual start of the constant-cross-section model does not explain the gap: its loss bends upward just above $v_t$, its slope peaks near 0.1 a.u., and the slope is about 40\% lower at 0.2 a.u. A delay to 0.2 a.u. would need a d-electron excitation probability that grows strongly with speed, and the present model contains no calculated d-electron cross-section with which to decide. If a proton enters the metal with many keV, it reaches these speeds only in the last part of its path. The free-band estimate is about 0.06 a.u., or 100 eV. The choice of electron speed moves the formula between about 0.01 and 0.19 a.u. for the cases considered here. The numerical output lists the values at greater precision than this physical uncertainty warrants.

\section*{Computed results}
\begin{verbatim}
Gold lattice constant (rough input): 0.408 nm
d-electron depth D (input): 2.0 eV
Depth D in atomic units: 0.07350 hartree
Free-electron density: 0.00873 bohr^-3
Fermi energy: 5.52 eV
Fermi speed v_F: 0.6369 a.u.
Initial free-band speed u: 0.5086 a.u.
Onset speed, free-band electron: 0.0642 a.u.
Same onset speed: 140 km/s
Proton energy at that onset: 103 eV
Onset speed, shortcut u=v_F: 0.0532 a.u.
Proton energy, shortcut: 71 eV
Onset speed, electron at rest: 0.1917 a.u.
Proton energy, electron at rest: 918 eV
Momentum transfer at free-band onset: 1.1456 a.u.
Quadratic onset coefficient: 170.39 a.u.^-2
Allowed collisions at 1.1 times onset: 0.59 percent
Allowed collisions at 1.5 times onset: 8.15 percent
Allowed collisions at 2.0 times onset: 19.13 percent
Allowed free-band collisions at resting-electron onset: 36.43 percent
Onset including proton recoil: 0.06447 a.u.
Recoil increase of onset: 0.00031 a.u.
Thermal energy kT at 300 K: 0.0259 eV
Depth below Fermi level at 90 percent occupation: 0.0568 eV
Onset using that 300 K Fermi edge: 0.0625 a.u.
Free-band onset for D=1.5 eV: 0.0467 a.u.
Free-band onset for D=2.5 eV: 0.0829 a.u.
Shortest reciprocal-lattice vector: 1.4115 a.u.
Onset with one such vector added: 0.0287 a.u.
Au+ 5d pseudo-orbital kinetic energy: 69.2 eV
Au+ 5d pseudo-orbital rms speed: 2.256 a.u.
Formula evaluated at that rms speed: 0.0162 a.u.
\end{verbatim}
